# Self-Heating Near a Die Corner: Extra Temperature Rise by Image Sources

## Problem

A small device on the top face of a chip dissipates a steady power \(P\). It lies at the same distance \(d\) from two die edges that meet at a right angle. The top face and both edges (the side walls of the die) are adiabatic: no heat crosses them. How much hotter is the device than an identical one, at the same power, far from all edges?

Take the thermal conductivity \(k\) as constant, the device side \(s\) as much smaller than \(d\), and the die thickness \(H\) as much larger than \(d\). The heat leaves through remote parts of the die, and temperature rises \(T\) are measured from the heat sink. Evaluate the answer for \(P=20\) mW, \(s=4\) µm, \(d=20\) µm, \(H=300\) µm and \(k=150\) W/(m K).

## Hints

1. Find the temperature rise around a point source on an adiabatic surface. Through what surface does all the heat pass?
2. An adiabatic wall needs zero temperature gradient perpendicular to it. What sign must a mirror source have to achieve this?
3. With two walls, draw the mirror source of each. Does the image made for one wall respect the other wall?
4. The question asks for a difference between two positions. Which part of the temperature is common to both?

## Solution

**One source, no edges nearby.** Seen from a distance much larger than \(s\), the device is a point. In steady state all its power crosses any hemisphere of radius \(r\) below it, with area \(2\pi r^2\). The heat flux is \(-k\,dT/dr\), so

\[
P=-k\,(2\pi r^2)\,\frac{dT}{dr}
\quad\Rightarrow\quad
\frac{dT}{dr}=-\frac{P}{2\pi k r^2}
\quad\Rightarrow\quad
T(r)=\frac{P}{2\pi k r}.
\]

The integration constant is zero because the rise vanishes far away. The factor is \(2\pi\), not \(4\pi\), because heat flows into a half-space.

**Placing the images.** Let the die fill \(x\ge0\), \(y\ge0\), \(z\ge0\), with \(z\) the depth, and put the device at \((d,d,0)\). Extend the material to the whole half-space \(z\ge0\) and add sources outside the die. A source of power \(P\) at \((a,c,0)\) contributes

\[
T_{a,c}=\frac{P}{2\pi k R},\qquad R=\sqrt{(x-a)^2+(y-c)^2+z^2},
\]

and its gradient across the edge \(x=0\) is

\[
\left.\frac{\partial T_{a,c}}{\partial x}\right|_{x=0}
=-\frac{P}{2\pi k}\left.\frac{x-a}{R^3}\right|_{x=0}
=\frac{P}{2\pi k}\,\frac{a}{R^3}.
\]

Two sources with the same \(c\) and opposite \(a\) have equal \(R\) at every point of this edge, so their gradients cancel. The device at \((d,d)\) therefore needs an image of the same sign at \((-d,d)\). For the edge \(y=0\), the same argument requires an image at \((d,-d)\).

These two images are not enough. The source at \((d,-d)\) has no partner across \(x=0\). At the edge point \((0,d,d/2)\) its squared distance is \(R^2=d^2+4d^2+d^2/4=5.25\,d^2\), and the remaining gradient is

\[
\frac{\partial T}{\partial x}=\frac{P}{2\pi k}\,\frac{d}{(5.25)^{3/2}d^3}
=0.0132\,\frac{P}{k d^2}.
\]

It is positive, so heat would flow towards negative \(x\), out through a wall that should be closed. A fourth source at \((-d,-d)\) cures this. It is the partner of \((d,-d)\) across \(x=0\) and of \((-d,d)\) across \(y=0\). The set of four is now symmetric under both reflections and no further images are needed. The top face also stays adiabatic, because \(\partial T/\partial z\) is proportional to \(z\), which is zero there away from the sources.

**Why this is the solution.** Inside the die, the four-source field obeys the steady heat equation with the device as its single source, and it meets all the boundary conditions. Suppose another field did the same and also vanished far away. The difference \(u\) of the two fields would have no source and no flux through any face. Reflected evenly through the three faces, \(u\) becomes a solution of Laplace's equation in all space that vanishes at infinity. Such a function has no interior maximum or minimum, so \(u=0\).

The heat balance agrees. The four sources send \(4P\) into the half-space, and by symmetry each quarter carries \(P\). The die is one of these quarters, so it carries just the power of its own device.

**The extra rise.** The device's own field is the same at both positions and cancels in the comparison. What remains is the field of the three images at the device. Two of them are at distance \(2d\). The diagonal one is at

\[
\sqrt{(2d)^2+(2d)^2}=2\sqrt2\,d .
\]

Hence

\[
\Delta T=\frac{P}{2\pi k}\left(\frac1{2d}+\frac1{2d}+\frac1{2\sqrt2\,d}\right)
=\frac{P}{2\pi k d}\left(1+\frac{\sqrt2}{4}\right),
\]

where \(1/(2\sqrt2)=\sqrt2/4\) was used. Putting the bracket over 4 gives

\[
\boxed{\;\Delta T=\frac{(4+\sqrt2)\,P}{8\pi k d}\approx1.354\,\frac{P}{2\pi k d}\;}
\]

The extra rise falls as \(1/d\) and, at leading order in \(s/d\), does not depend on the device size. Near a single edge only one image at \(2d\) remains, and the extra rise is \(P/(4\pi k d)\). The corner gives more than twice this, because the diagonal image adds its own share. At points of the die with \(r\gg d\), the four sources merge and the rise tends to \(4P/(2\pi k r)\): the same power has to spread through a quarter of the half-space.

**Numbers.** The common factor is

\[
\frac{P}{2\pi k d}=\frac{0.020\ \text{W}}{2\pi\,(150\ \text{W/(m K)})(20\times10^{-6}\ \text{m})}=1.061\ \text{K}.
\]

Each edge image contributes half of this, 0.531 K. The diagonal image, 56.6 µm away, contributes 0.375 K. The sum is

\[
\Delta T=0.531+0.531+0.375\approx1.44\ \text{K}.
\]

For comparison we need the self-heating far from edges. Let the power be uniform over the square device. At its centre, the integral of \(1/r\) over the area splits into eight equal triangles:

\[
\int\frac{dA}{r}=8\int_0^{\pi/4}\!d\varphi\int_0^{s/(2\cos\varphi)}\!dr
=4s\int_0^{\pi/4}\frac{d\varphi}{\cos\varphi}=4s\ln(1+\sqrt2).
\]

Multiplying by the power density \(P/s^2\) and by \(1/(2\pi k)\) gives

\[
T_{\text{self}}=\frac{2P\ln(1+\sqrt2)}{\pi k s}=18.7\ \text{K}.
\]

At the device centre, the corner thus adds 7.7 % to the self-heating; for the temperature averaged over the device, the share is 9.1 %. The device is hot mainly because it is small; the edges are a correction.

**Conductivity that falls with temperature.** In silicon near room temperature, \(k\) falls roughly as \(T_a^{-1.3}\), with \(T_a\) the absolute temperature. Define

\[
\theta=\int_{T_0}^{T_a}\frac{k(T')}{k_0}\,dT',\qquad k_0=k(T_0),
\]

with \(T_0=300\) K the sink temperature. Since \(k_0\nabla\theta=k\nabla T_a\), the flux is unchanged and \(\theta\) obeys the constant-\(k\) problem already solved. Doing the integral and inverting it gives

\[
\theta=\frac{T_0}{0.3}\left[1-\left(\frac{T_a}{T_0}\right)^{-0.3}\right]
\;\Rightarrow\;
T_a=T_0\left(1-\frac{0.3\,\theta}{T_0}\right)^{-1/0.3}.
\]

At the device centre, \(\theta=20.139\) K near the corner and \(\theta=18.703\) K far from the edges; the extra digits are kept because a small difference follows. The difference of the two temperatures is

\[
300\ \text{K}\left[(1-0.020139)^{-1/0.3}-(1-0.018703)^{-1/0.3}\right]=1.56\ \text{K},
\]

which is 8.9 % above the constant-\(k\) value of \(\Delta T\). Averaged over the device, where the self-heating is lower than at the centre, the increase is about 7.5 %.

**The model beside a real chip.** The parameters are rough values in the regime of a heavily driven transistor cell on a bulk silicon die. Two of them flatter or strain the model. A sink at 300 K is cool for a working chip: at 360 K the conductivity is lower by the factor \(1.2^{-1.3}\), which raises \(\Delta T\) by 27 % at small power, equivalent to about 1.8 K at 20 mW. With the self-heating at 20 mW included, it becomes about 2.0 K. A distance of 20 µm from the edge is also short, since seal structures and sawing margins take up space there; at 40 µm the formula gives half the extra rise. Real edges may touch mould compound, with a conductivity of roughly 0.8 W/(m K). At a plane boundary, let the image have strength \(c\) and the field transmitted into the mould strength \(g\). Equal temperatures require \(1+c=g\), and equal fluxes require \(k(1-c)=k_{\text{mould}}\,g\). Together they give

\[
c=\frac{k-k_{\text{mould}}}{k+k_{\text{mould}}}=0.989 .
\]

Using \(c\) for each edge image and \(c^2\) for the diagonal one lowers \(\Delta T\) by 1.3 %. This is only an estimate, because such images do not meet the conditions on both walls of a corner exactly; the true decrease is about 1.7 %. Both figures assume that the mould lies only beside the two edges and that the top face stays adiabatic; mould or wiring layers on top of the die are not included. The finite device size changes it by less than 0.1 %. A phonon mean free path of roughly 0.3 µm is 0.75 % of the distance \(2d\), so ordinary heat conduction is a reasonable description over the image distances. It is less secure over the 4 µm device itself, because 0.3 µm is an average and part of the heat is carried by phonons with paths of several micrometres. A device separated from the silicon by a buried oxide is outside this model.

## Variation 1: how soon does the corner matter?

The device is switched on at \(t=0\) and then held at constant power. When has half of the steady extra rise appeared? Use a heat capacity per volume \(C=1.65\) MJ/(m³ K).

The diffusivity is \(\alpha=k/C=0.909\) cm²/s. Heat \(E\) released at a point of an unbounded solid produces, after a time \(\tau\), the rise \((E/C)(4\pi\alpha\tau)^{-3/2}e^{-R^2/(4\alpha\tau)}\). On an adiabatic surface all the heat goes into one half-space, which doubles the rise. Summing over the past releases \(P\,d\tau\) gives

\[
T(R,t)=\frac{2P}{C}\int_0^t\frac{e^{-R^2/(4\alpha\tau)}}{(4\pi\alpha\tau)^{3/2}}\,d\tau .
\]

Substitute \(u=R/\sqrt{4\alpha\tau}\). Then \(|d\tau|=R^2\,du/(2\alpha u^3)\) and \((4\pi\alpha\tau)^{-3/2}=u^3/(\pi^{3/2}R^3)\). The powers of \(u\) cancel:

\[
T=\frac{P}{\pi^{3/2}kR}\int_{R/\sqrt{4\alpha t}}^{\infty}e^{-u^2}du
=\frac{P}{2\pi kR}\,\operatorname{erfc}\!\left(\frac{R}{\sqrt{4\alpha t}}\right).
\]

Each image term is thus its steady value times an erfc factor. Solving numerically for half of the total gives \(t=23.5\) µs. At that time \(\sqrt{4\alpha t}\approx92\) µm, well below the path \(2H=600\) µm to the back face and back, so the back face has hardly affected the rise by then. It does change the steady value, as Variation 2 shows. Half of the corrected steady value is reached after about 19 µs with a cold back, and after about 26 µs with the attach layer described there.

The last part of the rise is slow. For small argument \(\operatorname{erfc}(v)\approx1-2v/\sqrt\pi\), so each image still lacks \(P/(2\pi k\sqrt{\pi\alpha t})\), whatever its distance. The three together lack 10 % of \(\Delta T\) when

\[
\frac{3}{\sqrt{\pi\alpha t}}=0.1\times\frac{1.354}{d}
\quad\Rightarrow\quad
\sqrt{\pi\alpha t}\approx22\,d\approx0.44\ \text{mm}.
\]

This exceeds the die thickness. The final approach to steady state therefore depends on the back face, and the thick-die formula does not describe it.

## Variation 2: a die of finite thickness

Now hold the back face, at \(z=H\), at the sink temperature. How does \(\Delta T\) change to leading order in \(d/H\)?

A cold plane needs an image of opposite sign, so that the rise cancels on it; the adiabatic top needs one of equal sign. Repeated reflection turns each surface source into a column of sources at \(z=2nH\) with signs \((-1)^n\), for all integers \(n\). A column at lateral distance \(R\) from the device gives

\[
\frac{P}{2\pi k}\left[\frac1R+2\sum_{n=1}^{\infty}\frac{(-1)^n}{\sqrt{R^2+4n^2H^2}}\right]
\approx\frac{P}{2\pi k}\left[\frac1R-\frac{\ln2}{H}\right]\qquad(R\ll H),
\]

because \(\sum_{n\ge1}(-1)^n/n=-\ln2\). The device's own column is the same at both positions and cancels. Three image columns remain:

\[
\Delta T\approx\frac{P}{2\pi k}\left[\frac{4+\sqrt2}{4d}-\frac{3\ln2}{H}\right].
\]

The relative change is \(-3\ln2\,(20/300)/1.354=-10.2\,\%\). Even with the die 15 times thicker than \(d\), the correction is not negligible, because three images each lose the same amount.

This was tested against a solution that uses no images: a sum of cosine modes for a box of width \(120d\) with a cold back, heated by a Gaussian spot of width \(0.1d\). In units of \(P/(2\pi kd)\), the corner-minus-centre difference is 1.149 for \(H=10d\) and 1.251 for \(H=20d\). The formula above gives 1.146 and 1.250. Doubling the second box value and subtracting the first removes the \(1/H\) term and leaves 1.354. This matches the thick-die factor more closely than the test can guarantee: the finite spot and the next term in \(1/H\) shift the result by about \(+0.0015\) and \(-0.0013\), which nearly cancel.

A real die is bonded through an attach layer. Let its conductance per area be \(h=10^5\) W/(m² K), a rough value that depends strongly on the bond. For a surface flux \(q\) varying sideways with wave number \(\kappa\), the depth profile is \(A\cosh\kappa z+B\sinh\kappa z\). The top condition gives \(B=-q/(k\kappa)\). The bottom condition \(-k\,\partial T/\partial z=hT\), with \(b=h/k\), then gives the surface value

\[
A=\frac{q}{k\kappa}\,F(\kappa),\qquad
F(\kappa)=\frac{\kappa+b\tanh\kappa H}{\kappa\tanh\kappa H+b}.
\]

A point source contains all wave numbers, and \(\int_0^\infty J_0(\kappa R)\,d\kappa=1/R\), with \(J_0\) the Bessel function. The back face therefore adds \(\int_0^\infty(F-1)J_0(\kappa R)\,d\kappa\) to each \(1/R\). Numerically, this changes \(\Delta T\) by \(+3.6\,\%\) relative to the thick-die value, in place of the \(-10.2\,\%\) for a cold back.

The sign can change because the two extreme backs act oppositely. A cold back adds images that start with a negative one; a perfectly insulating back would add positive images alone. Here \(hH/k=0.2\), so for uniform vertical heat flow the attach layer has five times the thermal resistance of the silicon above it, and the back cannot be treated as cold. (For heat spreading from the small device itself, most of the resistance still lies in the silicon close to it.) With the dimensions used here, the change of \(\Delta T\) passes through zero near \(h=1.9\times10^5\) W/(m² K). For a better bond the thick-die formula overestimates the corner effect, and for a poorer one it underestimates it. The remaining values are listed in the numerical output below.

## Numbers as computed

```
Shape factor, image formula: 1.3536
Shape factor, box modes, thick limit: 1.3537
Box modes, H = 10 d: 1.1489
Box modes, H = 20 d: 1.2513
Heat through octant / P: 1.000000
Edge gradient without diagonal image: 0.0132 P/(k d^2)
Power P: 20 mW
Device side s: 4 um
Edge distance d: 20 um
Die thickness H: 300 um
Die width: 5 mm
Conductivity k: 150 W/(m K)
Heat capacity C: 1.65 MJ/(m^3 K)
Diffusivity alpha: 0.909 cm^2/s
Sink temperature: 300 K
Diagonal image distance: 56.57 um
P/(2 pi k d): 1.0610 K
Self-heating at centre, far from edges: 18.70 K
Share of each edge image: 0.5305 K
Share of diagonal image: 0.3751 K
Extra rise near two edges: 1.436 K
Extra rise near one edge only: 0.531 K
Extra / self-heating: 7.68 %
Total rise near corner: 20.14 K
Time for half of extra rise: 23.5 us
Changes of the extra rise from neglected effects:
Cold back face: -10.2 %
Cold back face, 3 ln2/H estimate: -10.2 %
Attach conductance h: 1e+05 W/(m^2 K)
Attach layer instead of cold back: +3.6 %
Remote edges, size relative to extra: 0.0071 %
Finite device size: +0.036 %
Exponent of k(T) fall: 1.3
Extra rise with k(T): 1.564 K
Change by k(T): +8.9 %
Hotter sink temperature: 360 K
Change by hotter sink, small power: +26.7 %
Mould conductivity: 0.8 W/(m K)
Image strength at mould face: 0.9894
Change by mould at edges: -1.3 %
Phonon mean free path: 0.3 um
Mean free path / (2 d): 0.75 %
```
